# Tuning a long-range corrected hybrid: straighter E(N), lost size consistency

## What goes wrong at a poorly chosen range

Take two identical atoms far apart and remove one electron from the pair. The missing electron, the hole, may sit on the left atom, on the right atom, or be shared. Exact theory gives the same energy in all three cases, because a superposition of "hole left" and "hole right" mixes two degenerate states that do not interact at infinite distance. In the shared state each atom holds half a hole on average, so its energy must be the average of the neutral and cation energies. This is one point of a general property: the exact energy $E(N)$ is a straight line between neighbouring integers.

An approximate functional can violate this. For a model atom A described below, a long-range corrected hybrid with range parameter $\omega=0.2$ bohr$^{-1}$ puts the half-ionised atom 5.39 millihartree below the line. Sharing the hole between two distant copies then lowers the energy by $2\times5.39=10.8$ millihartree, although nothing physical binds it to both. The orbital energies are wrong in a related way: the highest occupied orbital energy (HOMO) differs by 27 millihartree from minus the ionisation energy that the same functional gives as a difference of total energies.

Changing $\omega$ can repair the second fault and reduce the first. The price appears when two different systems are compared.

## The tuning condition by hand

Hartree atomic units are used, with $\omega$ in bohr$^{-1}$. Let an atom have one spin-up electron and a fraction $f$ of a spin-down electron, $0\le f\le1$. Suppose first that its energy is quadratic in $f$:

$$E(1+f)=E(1)+\alpha f+\tfrac12 c f^2 .$$

The slope is $\varepsilon(f)=\alpha+cf$; it will be shown below that this slope is the orbital energy. The ionisation energy from two separate total energies, called the $\Delta$SCF ionisation energy, is

$$I=E(1)-E(2)=-\alpha-\tfrac12c .$$

The mismatch between the HOMO energy and $-I$ is therefore

$$J=\varepsilon(1)+I=(\alpha+c)-(\alpha+\tfrac12c)=\tfrac12c .$$

The deviation from the chord joining the two integer points is

$$D(f)=E(1+f)-(1-f)E(1)-fE(2)=\tfrac12c\,(f^2-f)=-\tfrac12c\,f(1-f).$$

Here $\alpha f$ has cancelled because it is itself a straight line. Positive $c$ makes the curve sag below the chord, and negative $c$ makes it bulge above.

Now let $\alpha=-0.30$ and $c=0.10-0.20\,\omega$, all energies in hartree. At $\omega=0$ the HOMO energy is $-0.20$, while $-I=-0.25$. The mismatch is $J=0.05$, and the midpoint lies $c/8=0.0125$ below the chord. Setting $J=0$ gives $\omega=0.5$. Then $c=0$, and the whole line is straight. One condition at one end has fixed every point, because one number described the entire curvature.

That conclusion changes if the curvature varies. Take $c(f)=-0.04+0.06f$. Integrating once and then twice gives

$$\varepsilon(1)=\alpha-0.04+0.03=\alpha-0.01,$$
$$E(2)-E(1)=\alpha-0.02+0.01=\alpha-0.01 .$$

So $J=0$: this curve is already tuned. Yet

$$D(f)=-0.02(f^2-f)+0.01(f^3-f)=0.01f(1-f)^2 .$$

Its derivative is $0.01(1-f)(1-3f)$, so the largest deviation is at $f=\tfrac13$ and equals $0.01\times4/27=0.0015$ hartree. Tuning has made the curve touch its chord at $f=1$ with the correct slope, but has not made the two coincide.

## The functional

The hybrid divides the electron repulsion into two parts,

$$\frac1r=\frac{\operatorname{erf}(\omega r)}r+\frac{\operatorname{erfc}(\omega r)}r .$$

The first part dominates at large $r$ and is used in Hartree-Fock exchange. The second is short ranged and is used in a local-density approximation for exchange. The Hartree energy keeps the full $1/r$. Correlation is left out here, so the numbers describe an exchange-only model.

For the local part, consider a uniform gas with density $n_\sigma$ of spin $\sigma$. Its momentum states are filled up to $k_F=(6\pi^2n_\sigma)^{1/3}$. The Fourier transform of $1/r$ is $4\pi/q^2$. The long-range part is the potential of a unit Gaussian charge and carries an extra factor $e^{-q^2/4\omega^2}$. Subtraction gives

$$v_{\rm SR}(q)=\frac{4\pi}{q^2}\left(1-e^{-q^2/4\omega^2}\right).$$

Exchange couples pairs of occupied momenta that differ by $q$. The number of such pairs is set by the overlap of two Fermi spheres whose centres are $q$ apart. With $x=q/2k_F$, the overlap consists of two caps of height $k_F(1-x)$, with total volume

$$\frac{2\pi}{3}k_F^3(1-x)^2(2+x)=\frac{4\pi}{3}k_F^3\left(1-\tfrac32x+\tfrac12x^3\right).$$

Division by $(2\pi)^3$ turns the prefactor into $n_\sigma$. The exchange energy per volume is thus

$$e_\sigma=-\frac12\int\frac{d^3q}{(2\pi)^3}\,v_{\rm SR}(q)\,n_\sigma\left(1-\tfrac32x+\tfrac12x^3\right),\qquad x<1 .$$

Since $d^3q=4\pi q^2dq$ and $dq=2k_Fdx$, the factors combine to

$$e_\sigma=-\frac{2k_Fn_\sigma}{\pi}\int_0^1\!dx\,\left(1-e^{-y^2x^2}\right)\left(1-\tfrac32x+\tfrac12x^3\right),\qquad y=\frac{k_F}{\omega}.$$

Without the exponential the integral is $1-\tfrac34+\tfrac18=\tfrac38$. Factoring out this full-range result gives

$$e_\sigma=-\frac{3}{4\pi}k_Fn_\sigma F(y)=-Cn_\sigma^{4/3}F(y),\qquad C=\frac32\left(\frac3{4\pi}\right)^{1/3},$$
$$F(y)=1-\frac83\int_0^1dx\,e^{-y^2x^2}\left(1-\tfrac32x+\tfrac12x^3\right).$$

The three integrals needed are

$$\int_0^1e^{-y^2x^2}dx=\frac{\sqrt\pi\,\operatorname{erf}y}{2y},\qquad \int_0^1xe^{-y^2x^2}dx=\frac{1-e^{-y^2}}{2y^2},$$
$$\int_0^1x^3e^{-y^2x^2}dx=\frac{1-(1+y^2)e^{-y^2}}{2y^4}.$$

The last two follow from the substitution $u=x^2$, with one integration by parts for the third. Therefore

$$F=1-\frac83\left[\frac{\sqrt\pi\operatorname{erf}y}{2y}-\frac{3(1-e^{-y^2})}{4y^2}+\frac{1-(1+y^2)e^{-y^2}}{4y^4}\right].$$

For small $y$ the large terms nearly cancel, so a power series is safer numerically. Its first term comes from $1-e^{-y^2x^2}\simeq y^2x^2$:

$$F\simeq\frac83y^2\left(\frac13-\frac38+\frac1{12}\right)=\frac{y^2}{9}.$$

Thus $F\to0$ as $\omega\to\infty$, where all exchange becomes Hartree-Fock exchange. As $\omega\to0$, $F\to1$ and exchange becomes purely local. Because $y\propto n_\sigma^{1/3}$, we have $n_\sigma\,dy/dn_\sigma=y/3$, and the local potential is

$$v_\sigma=\frac{de_\sigma}{dn_\sigma}=-Cn_\sigma^{1/3}\left(\frac43F+\frac y3\frac{dF}{dy}\right).$$

## Why the slope is the orbital energy

Let real orbitals $\phi_i$ with occupations $f_i$ form the density matrix of each spin, $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i f_i\phi_i(\mathbf r)\phi_i(\mathbf r')$. With $h$ the kinetic energy plus the external potential, $n$ the total density and $s=|\mathbf r-\mathbf r'|$, the electronic energy is

$$E=\sum_\sigma\operatorname{Tr}h\gamma_\sigma+\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{s}-\frac12\sum_\sigma\iint\gamma_\sigma^2(\mathbf r,\mathbf r')\frac{\operatorname{erf}(\omega s)}s+\sum_\sigma\int e_\sigma .$$

A small change of $\gamma_\sigma$ gives $\delta E=\sum_\sigma\operatorname{Tr}\mathcal F_\sigma\delta\gamma_\sigma$. The two factors $\tfrac12$ disappear because each quadratic term is varied twice. The operator is

$$\mathcal F_\sigma=h+v_H-K_\sigma^{\rm LR}+v_\sigma .$$

Here $v_H$ is the Hartree potential, and $K_\sigma^{\rm LR}$ has the kernel $\gamma_\sigma(\mathbf r,\mathbf r')\operatorname{erf}(\omega s)/s$. The self-consistent orbitals satisfy $\mathcal F_\sigma\phi_i=\varepsilon_i\phi_i$.

Now change one occupation by $df$ and let all orbitals relax. The explicit change contributes $\varepsilon\,df$. The orbital changes contribute

$$2\sum_i f_i\langle\delta\phi_i|\mathcal F|\phi_i\rangle=\sum_i f_i\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle=0,$$

because the orbitals stay normalised. Hence $dE/df=\varepsilon(f)$, which is Janak's theorem. It holds at fixed $\omega$; an $\omega$ that changed with $f$ would add another term.

## What tuning removes

Define $c(f)=d\varepsilon/df$ for any smooth enough curve. Differentiating $D$ gives

$$D'(f)=\varepsilon(f)+E(1)-E(2)=\varepsilon(f)+I,$$

so $D'(1)=J$, $D''=c$ and $D(0)=D(1)=0$. Integrate by parts:

$$\int_f^1(t-f)c(t)\,dt=\Big[(t-f)D'(t)\Big]_f^1-\int_f^1D'(t)\,dt=(1-f)J+D(f).$$

The last step uses $D(1)=0$. At $f=0$, where $D=0$, this becomes

$$J=\int_0^1t\,c(t)\,dt .$$

The tuning condition therefore removes a weighted mean of the curvature, with the greatest weight near the neutral atom. After tuning, the remaining bend is

$$D(f)=\int_f^1(t-f)c(t)\,dt .$$

If $c$ is continuous and keeps one sign, $J=0$ forces it to vanish, and the line is straight. Otherwise $c$ changes sign and a bend remains. Its size depends on the functional and the system; the condition by itself does not make it small.

The slope at the cation end is not fixed either. Since $D'(0)=J-\int_0^1c\,dt$, the unweighted mean of the curvature can still separate the cation's empty level from $-I$.

## Finding the root

The model atoms A and B each have two electrons and the external potential $-2\operatorname{erf}(r/a)/r$, the attraction of a smeared nucleus of charge two. The widths are $a=1.5$ bohr for A and $a=0.5$ bohr for B. Eight s-type Gaussians describe the orbitals of each atom.

A root can be bracketed between the Hartree-Fock limit, where the sign of $J$ can be derived, and a small value of $\omega$, where $J$ is computed. As $\omega\to\infty$ the method becomes Hartree-Fock. Let $\phi$ be the doubly occupied orbital of the neutral atom, $h_\phi$ its one-electron energy and $U$ the repulsion of its two electrons. Then $E(2)=2h_\phi+U$. The orbital energy is $\varepsilon(1)=h_\phi+2U-U=h_\phi+U$, so

$$J=\varepsilon(1)+E(1)-E(2)=E(1)-h_\phi\le0 .$$

The sign follows because $E(1)$ is the lowest one-electron energy, whereas $h_\phi$ belongs to an orbital shaped by two electrons. The negative mismatch is the relaxation energy of the cation. For A it is $-0.0222$ hartree.

At $\omega=0.1$ the calculation gives $J=+0.0620$ hartree. If the self-consistent solution varies continuously, a root lies between these limits. The scan narrows it further: $J=0.02677$ at $\omega=0.2$ and $-0.01216$ at $\omega=0.5$. A straight line through these points suggests

$$\omega\simeq0.2+0.3\,\frac{0.02677}{0.02677+0.01216}=0.406 .$$

Since $J$ is not linear in $\omega$, further steps are needed; they converge to $\omega_A=0.3463$. A scan of seven values shows one sign change, which supports a single root for A but does not prove it.

At this value $E(1)=-0.73347$ and $E(2)=-1.03861$ hartree, so

$$I_A=-0.73347+1.03861=0.30514\ \text{hartree}=8.30\ \text{eV},$$

and the HOMO energy is $-0.30514$ hartree. For B the result is $\omega_B=0.6449$ and $I_B=0.5692$ hartree. The more compact atom needs a shorter switching distance $1/\omega$.

For an $N$-electron system the procedure is:

1. Choose the functional and basis, and keep everything except $\omega$ fixed.
2. At a trial $\omega$, converge the $N$-electron system and its $(N-1)$-electron ion.
3. Evaluate $J(\omega)=\varepsilon_{\rm HOMO}(N)+E(N-1)-E(N)$.
4. Find two values of $\omega$ with opposite signs of $J$, and refine the bracket to the required tolerance.
5. Check that the same electronic states were followed throughout. A jump between solutions can imitate or hide a root.
6. Calculate fractional occupations at the tuned $\omega$ to see what bend remains.

The first five steps do not guarantee a root for every functional and system. The existence argument above used a two-electron atom without correlation.

## How straight the line becomes

For A, deviations from the chord in millihartree are:

| Choice of $\omega$ | $f=0.25$ | $f=0.50$ | $f=0.75$ |
|---|---:|---:|---:|
| $0.2$ | $-2.77$ | $-5.39$ | $-4.69$ |
| tuned, $0.3463$ | $0.92$ | $0.53$ | $0.11$ |
| Hartree-Fock limit | $3.00$ | $4.39$ | $3.66$ |

On a mesh of 21 occupations, the largest deviation falls from 5.57 millihartree at $\omega=0.2$ to 0.92 after tuning, a factor of about six. Relative to the Hartree-Fock limit, 4.43 millihartree, the factor is about five.

The remaining curvature has the predicted change of sign: $-0.0439$ hartree at $f=0.10$ and $+0.0030$ at $f=0.95$. The line is best near the neutral atom, where the slope was imposed. At the other end, the cation's empty level is $-0.2949$ hartree, which is $0.0103$ above $-I_A$.

Nor does tuning remove all self-interaction error. The cation has one electron, so its energy in this basis should be the lowest eigenvalue of $h$, $-0.7436$ hartree. The tuned hybrid gives $-0.7335$, too high by $0.0102$. Agreement between the HOMO and the $\Delta$SCF energy is internal consistency, not proof that either equals the true ionisation energy. In this exchange-only model neither does: with correlation included, the ionisation energy of A is about $0.34$ hartree, roughly $0.03$ above the tuned value, and the Hartree-Fock HOMO energy, $-0.33$ hartree, is closer to minus that value than the tuned one.

## Why size consistency is lost

Place neutral A and B infinitely far apart and use one common $\omega$. If each keeps its own two electrons, their density matrices do not overlap. The one-electron, local-exchange and Hartree-Fock exchange energies separate, and the classical interactions between two neutral spheres cancel. Therefore

$$E_\omega(AB)=E_\omega(A)+E_\omega(B).$$

Now tune the pair. At $\omega_A$ the HOMO of A, $-0.305$ hartree, lies above that of B, $-0.508$, so the pair's HOMO belongs to A. The hole also stays there. Moving a small amount of electron from B to the cation of A would cost $-0.2949-(-0.5084)=0.2135$ hartree per electron to first order. With the hole on A,

$$J_{AB}=\varepsilon_A+[E(A^+)+E(B)]-[E(A)+E(B)]=J_A .$$

The root $\omega_A$ therefore also tunes the pair. An explicit calculation at 30 bohr, started with the hole on A and searched for a root between $0.8\,\omega_A$ and $1.25\,\omega_A$, gives the same $0.3463$.

Atom B on its own, however, was tuned to $\omega_B$. The energy of the tuned pair relative to the separately tuned atoms is

$$\begin{aligned}
\Delta&=[E_{\omega_A}(A)+E_{\omega_A}(B)]-[E_{\omega_A}(A)+E_{\omega_B}(B)]\\
&=E_{\omega_A}(B)-E_{\omega_B}(B)\\
&=-1.85017+1.87935=0.0292\ \text{hartree}=0.79\ \text{eV}.
\end{aligned}$$

The explicit pair gives the same difference. This energy does not decay with distance: the two energies of B come from different functionals. Here its positive sign would look like a repulsion between atoms that do not interact.

A common fixed $\omega$ restores additivity for the two neutral atoms, but since $\omega_A\ne\omega_B$, at least one of them is then not described at its own tuned value. For identical atoms with a localised hole, the two parameters coincide and $\Delta=0$. Whether the hole localises depends on the bend. Relative to a localised hole, equal sharing between two distant copies changes the energy by $2D(\tfrac12)$. For A this is $-10.8$ millihartree at $\omega=0.2$ but $+1.1$ after tuning.

Tuning thus makes the HOMO of one chosen system consistent with its own $\Delta$SCF ionisation energy; it does not fix the other levels, and it does not guarantee accuracy. Reaction and binding energies require a common $\omega$ for all the species compared, or an estimate of the energy introduced by changing it. The numerical check that accompanies this text tests the curvature identity, the reduced bend and the energy of the distant pair.

## Values computed for the example and the checks

```
Nuclear width of A: 1.5 bohr
Nuclear width of B: 0.5 bohr
Basis functions per atom: 8
Smallest and largest exponent: 0.040, 24.414 bohr^-2
Largest relative error of exchange formula: 1.4e-15
One-electron energy of A, basis: -0.743635 hartree
One-electron energy of A, radial mesh: -0.743650 hartree
Janak test on A at omega = 0.5 bohr^-1, f = 0.5:
  energy derivative: -0.306364 hartree
  orbital energy: -0.306364 hartree
J of A at omega = 0.5 bohr^-1: -0.012162 hartree
  weighted curvature integral: -0.012162 hartree
Scan of A: omega = 0.1 bohr^-1, J = 0.061965 hartree
Scan of A: omega = 0.2 bohr^-1, J = 0.026771 hartree
Scan of A: omega = 0.5 bohr^-1, J = -0.012162 hartree
Scan of A: omega = 1.0 bohr^-1, J = -0.020994 hartree
Scan of A: omega = 2.0 bohr^-1, J = -0.022130 hartree
Scan of A: omega = 5.0 bohr^-1, J = -0.022222 hartree
Scan of A: omega = inf bohr^-1, J = -0.022224 hartree
Tuned omega of A: 0.34631 bohr^-1
  in the larger basis: 0.34629 bohr^-1
Tuned omega of B: 0.64493 bohr^-1
  in the larger basis: 0.64494 bohr^-1
Tuned A: neutral energy -1.038609 hartree
  cation energy -0.733469 hartree
  HOMO energy -0.305139 hartree
  Delta-SCF ionisation energy 0.305139 hartree = 8.303 eV
Tuned B: neutral energy -1.879350 hartree
  cation energy -1.310173 hartree
  HOMO energy -0.569176 hartree
  Delta-SCF ionisation energy 0.569176 hartree = 15.488 eV
D of A, omega 0.2 bohr^-1, f = 0.25, 0.50, 0.75: -2.765, -5.390, -4.695 millihartree
  largest |D| on the f mesh: 5.574 millihartree
D of A, tuned omega, f = 0.25, 0.50, 0.75: 0.916, 0.528, 0.113 millihartree
  largest |D| on the f mesh: 0.916 millihartree
D of A, Hartree-Fock limit, f = 0.25, 0.50, 0.75: 2.997, 4.386, 3.665 millihartree
  largest |D| on the f mesh: 4.431 millihartree
Tuned A: curvature at f = 0.10: -0.04389 hartree
Tuned A: curvature at f = 0.95: 0.00304 hartree
Tuned A cation: empty spin-down level -0.294865 hartree
B at omega of A: HOMO energy -0.508367 hartree
B at omega of A: total energy -1.850175 hartree
Pair distance: 30.0 bohr
Pair additivity defect at fixed omega: -6.0e-15 hartree
Tuned omega of pair: 0.34631 bohr^-1
Energy of tuned pair: -2.888784 hartree
Size-consistency error, explicit pair: 0.029175 hartree = 0.7939 eV
Size-consistency error, from B alone: 0.029175 hartree
```
